# Spin-Resolved Orbital Moments, Spin Flips and the Limits of Bruno's Relation: a numerical check

```python
# Second-order spin-orbit anisotropy, H_so = xi L.s, spin along unit vector n.
# Under test (Hartree units, up = majority, f = occupations, a in up, b in down):
#   E(n)  = (xi/4)(L_up - L_dn) + E_sf
#   E_sf  = -(xi^2/4) sum (f_a-f_b)(|L_ba|^2-|n.L_ba|^2)/(e_b-e_a)
#   one denominator dE: E_sf ~ (xi^2/dE)[(2l-1)(2l+3)T/12 - l(l+1)Ns/6]
#   T = n.<s-3r(r.s)> in the l shell, Ns = shell spin count, Bruno: -(xi/4)(L_up+L_dn)
#   K = E(z)-E(x). Reference: diagonalization of the lab-frame spinor Hamiltonian.
import numpy as np, sympy as sp
from scipy.constants import physical_constants as pc, alpha
from scipy.integrate import simpson, cumulative_trapezoid
from scipy.special import erf
from pyscf import gto, dft, scf
scf.hf.MUTE_CHKFILE = True
UEV = pc['Hartree energy in eV'][0]*1e6
rng = np.random.default_rng(7)

def sphere(nt, nphi):
    ct, wt = np.polynomial.legendre.leggauss(nt)
    ph = np.arange(nphi)*2*np.pi/nphi
    st = np.sqrt(1-ct**2)
    d = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(),
                  np.repeat(ct, nphi)])
    return d, np.repeat(wt, nphi)*2*np.pi/nphi

x, y, z = sp.symbols('x y z')
def shell(polys):
    d, W = sphere(8, 16)
    ev = lambda e: np.ones_like(W)*sp.lambdify((x, y, z), e, 'numpy')(*d)
    F = np.array([ev(p) for p in polys])
    nrm = np.sqrt((F*F)@W)[:, None]
    F = F/nrm
    assert np.allclose((F*W)@F.T, np.eye(len(polys)), atol=1e-12)
    L = np.array([-1j*(F*W)@(np.array([ev(a*sp.diff(p, b)-b*sp.diff(p, a))
                  for p in polys])/nrm).T for a, b in ((y, z), (z, x), (x, y))])
    Q = np.array([[(F*W*((i == j)-3*d[i]*d[j]))@F.T for j in range(3)] for i in range(3)])
    return L, Q

r2 = x*x+y*y
shells = {1: shell([x, y, z]), 2: shell([x*y, y*z, z*x, x*x-y*y, 2*z*z-r2]),
          3: shell([x*y*z, x*(x*x-3*y*y), y*(3*x*x-y*y), z*(x*x-y*y), x*(4*z*z-r2),
                    y*(4*z*z-r2), z*(2*z*z-3*r2)])}
for l, (L, Q) in shells.items():
    I = np.eye(2*l+1)
    assert np.allclose(L[0]@L[1]-L[1]@L[0], 1j*L[2], atol=1e-12)
    assert np.allclose(sum(A@A for A in L), l*(l+1)*I, atol=1e-12)
    for i in range(3):
        for j in range(3):
            op = 1.5*(L[i]@L[j]+L[j]@L[i])-l*(l+1)*(i == j)*I
            assert np.allclose(Q[i, j], 2*op/((2*l-1)*(2*l+3)), atol=1e-12)
    op = (3*L[2]@L[2]-l*(l+1)*I).real
    print(f"l={l}: operator factor (3Lz^2-L^2)/Q_zz = {np.sum(op*op)/np.sum(op*Q[2,2]):.4f}")

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
def solve(Hu, Hd, N, L, xi, n, flip=True):
    Sn, Ln = np.tensordot(n, pauli, 1), np.tensordot(n, L, 1)
    H = np.kron(np.eye(2), (Hu+Hd)/2)+np.kron(Sn, (Hu-Hd)/2)
    V = sum(np.kron(pauli[k]/2, L[k]) for k in range(3)) if flip else np.kron(Sn/2, Ln)
    e, C = np.linalg.eigh(H+xi*V)
    C = C[:, :N]
    Ls = [np.trace(C.conj().T@np.kron((np.eye(2)+s*Sn)/2, Ln)@C).real for s in (1, -1)]
    return e[:N].sum(), np.array(Ls)

def leading(Hu, Hd, N, L, xi, n, h, flip=True):
    # xi^2 energy and xi^1 moments by parity in xi and Richardson extrapolation
    E0 = solve(Hu, Hd, N, L, 0.0, n)[0]
    ev, od = [], []
    for s in (h, h/2):
        p, m = solve(Hu, Hd, N, L, s, n, flip), solve(Hu, Hd, N, L, -s, n, flip)
        ev.append((p[0]+m[0])/2-E0); od.append((p[1]-m[1])/2)
    return (16*ev[1]-ev[0])/3*(xi/h)**2, (8*od[1]-od[0])/3*(xi/h)

def sums(Hu, Hd, nu, nd, L, xi, n):
    (eu, Cu), (ed, Cd) = np.linalg.eigh(Hu), np.linalg.eigh(Hd)
    assert max([*eu[:nu], *ed[:nd]]) < min([*eu[nu:], *ed[nd:]])
    Ln = np.tensordot(n, L, 1)
    Ls = []
    for s, e, C, m in ((1, eu, Cu, nu), (-1, ed, Cd, nd)):
        M = C[:, m:].conj().T@Ln@C[:, :m]
        Ls.append(-s*xi*np.sum(abs(M)**2/(e[m:, None]-e[None, :m]))+0.0)
    M = np.array([Cd.conj().T@A@Cu for A in L])
    W = np.sum(abs(M)**2, 0)-abs(np.tensordot(n, M, 1))**2
    D = ed[:, None]-eu[None, :]
    fw = -xi**2/4*np.sum(W[nd:, :nu]/D[nd:, :nu])
    rv = xi**2/4*np.sum(W[:nd, nu:]/D[:nd, nu:])
    rho = Cu[:, :nu]@Cu[:, :nu].conj().T-Cd[:, :nd]@Cd[:, :nd].conj().T
    return dict(L=np.array(Ls), fw=fw, rv=rv, num=W[nd:, :nu].sum()-W[:nd, nu:].sum(),
                rho=rho, D=D[nd:, :nu])

def check(Hu, Hd, nu, nd, L, Q, P, l, xi, n, h):
    s = sums(Hu, Hd, nu, nd, L, xi, n)
    E, Ls = leading(Hu, Hd, nu+nd, L, xi, n, h)
    Esc = leading(Hu, Hd, nu+nd, L, xi, n, h, False)[0]
    tol = 1e-4*abs(E)   # sixth-order remainder and rounding of the extrapolation
    assert np.all(abs(Ls-s['L'])*xi/4 < tol)
    assert abs(Esc-xi/4*(Ls[0]-Ls[1])) < tol
    assert abs(E-Esc-s['fw']-s['rv']) < tol
    s['T'] = 0.5*np.trace(s['rho']@np.einsum('i,j,ijab->ab', n, n, Q)).real
    s['Ns'] = np.trace(s['rho']@P).real
    assert abs(s['num']-(2*l*(l+1)*s['Ns']-(2*l-1)*(2*l+3)*s['T'])/3) < 1e-8
    s['E'], s['sf_diag'] = E, E-Esc
    return s

def embed(l, projs):
    L, Q = shells[l]
    return (sum(np.einsum('pa,kab,qb->kpq', p, L, p) for p in projs),
            sum(np.einsum('pa,ijab,qb->ijpq', p, Q, p) for p in projs),
            sum(p@p.T for p in projs))

def randH(levels, cplx=False):
    m = len(levels)
    A = rng.normal(size=(m, m))+(1j*rng.normal(size=(m, m)) if cplx else 0)
    U = np.linalg.qr(A)[0]
    return U@np.diag(levels)@U.conj().T

# random d shell hybridized with three ligand orbitals, random spin directions
L8, Q8, P8 = embed(2, [np.eye(8)[:, :5]])
lu, ld = 0.3*(np.arange(8)-4.5), 0.3*(np.arange(8)-2.5)
for _ in range(4):
    n = rng.normal(size=3); n /= np.linalg.norm(n)
    check(randH(lu), randH(ld), 5, 3, L8, Q8, P8, 2, 0.02, n, 0.01)
# complex orbitals: flip formula fails for H(k) alone, holds for H(k) plus H(-k)=H(k)*
Hu, Hd = randH(lu, True), randH(ld, True)
dev = []
for A, B in ((Hu, Hd), (Hu.conj(), Hd.conj())):
    s = sums(A, B, 5, 3, L8, 0.02, n)
    ex = leading(A, B, 8, L8, 0.02, n, 0.01)[0]-leading(A, B, 8, L8, 0.02, n, 0.01, False)[0]
    dev.append((ex-s['fw']-s['rv'])/abs(ex))
    if len(dev) == 1: first = abs(ex)
    else: dev[1] *= abs(ex)/first
assert abs(dev[0]) > 1e-3 and abs(dev[0]+dev[1]) < 1e-4
print(f"flip formula rel. error: one k {dev[0]:+.4f}, k and -k {dev[0]+dev[1]:+.1e}")

# full majority shell: prefactor of T from diagonalization, and the closure bound
Ld, Qd = shells[2]; I5 = np.eye(5)
A, B = randH(np.linspace(-.5, .5, 5)), randH(np.linspace(-.5, .5, 5))
rho = sums(A-5*I5, B, 5, 2, Ld, 1.0, n)['rho']
axes = np.linalg.eigh(np.einsum('ab,ijba->ij', rho, Qd))[1]
coef = []
for dE in (100.0, 200.0):
    s1, s2 = [check(A-dE*I5, B, 5, 2, Ld, Qd, I5, 2, 0.02, axes[:, k], 0.02) for k in (0, 2)]
    coef.append(dE*(s1['sf_diag']-s2['sf_diag'])/(0.02**2*(s1['T']-s2['T'])))
c_inf = 2*coef[1]-coef[0]
assert abs(c_inf-7/4) < 2e-3
print(f"T prefactor from diagonalization, dE->inf: {c_inf:.4f} (dimensionless)")
s = check(A-3*I5, B, 5, 2, Ld, Qd, I5, 2, 0.02, n, 0.02)
w = abs(s['D']-3).max(); clo = 0.02**2/3*(s['Ns']-7/4*s['T'])
assert clo*3/(3+w) < -s['sf_diag'] < clo*3/(3-w)

ez, ex_ = np.array([0., 0, 1]), np.array([1., 0, 0])
def example(name, Hu, Hd, nu, nd, L, Q, P, l, xi, dE):
    a, b = [check(Hu, Hd, nu, nd, L, Q, P, l, xi, n, xi/2) for n in (ez, ex_)]
    dL = a['L']-b['L']
    K = dict(B=-xi/4*dL.sum(), sc=xi/4*(dL[0]-dL[1]), fw=a['fw']-b['fw'], rv=a['rv']-b['rv'],
             T=xi**2/dE*(2*l-1)*(2*l+3)/12*(a['T']-b['T']), two=a['E']-b['E'],
             full=solve(Hu, Hd, nu+nd, L, xi, ez)[0]-solve(Hu, Hd, nu+nd, L, xi, ex_)[0])
    K['vdL'] = K['sc']+K['T']; K['a'], K['b'] = a, b
    u = lambda k: f"{K[k]*1e6:+.4f}"
    print(f"[{name}] n_up={nu} n_dn={nd} dE={dE:.5f} Ha, shell Ns={a['Ns']:.4f}")
    print(f" L_up(z,x) = {a['L'][0]:+.6f} {b['L'][0]:+.6f} hbar")
    print(f" L_dn(z,x) = {a['L'][1]:+.6f} {b['L'][1]:+.6f} hbar")
    print(f" T(z,x) = {a['T']:+.5f} {b['T']:+.5f} hbar")
    print(f" K Bruno {u('B')}, spin-conserving {u('sc')} uHa")
    print(f" K flip up->dn {u('fw')}, dn->up {u('rv')}, T term {u('T')} uHa")
    print(f" K van der Laan {u('vdL')}, diag xi^2 {u('two')}, diag all {u('full')} uHa")
    print(f" K Bruno {K['B']*UEV:+.2f}, vdL {K['vdL']*UEV:+.2f}, diag all {K['full']*UEV:+.2f} ueV")
    return K

D1, D2, D3, xi, dE = 0.045, 0.012, 0.030, 0.001, 0.15
print(f"model: D_xy={D1} D_xz,yz={D2} D_z2={D3} xi={xi} Ha")
H = np.diag([-D1, -D2, -D2, 0.0, -D3])
model = lambda nm, nu, nd, e: example(nm, H-e/2*I5, H+e/2*I5, nu, nd, Ld, Qd, I5, 2, xi, e)
k9 = model("d9", 5, 4, dE)
closed = xi**2/4*(-4/D1+1/D2+4/(dE+D1)-1/(dE+D2))
print(f" closed form K = {closed*1e6:+.4f} uHa")
assert abs(closed-k9['two']) < 1e-3*abs(closed)
assert k9['B'] < 0 < k9['full'] and k9['vdL'] > 0
k4 = model("d4", 4, 0, dE)
assert k4['B'] > 0 > k4['full'] and k4['vdL'] < 0 and k4['sc'] < 0
small = 0.001
k8 = model("d8", 4, 4, small)
assert abs(k8['T']) < 1e-12 and abs(k8['two']) < 0.15*abs(k8['vdL'])
weak = xi**2/2*small**2*(4/(D1*(D1**2-small**2))-1/(D2*(D2**2-small**2)))
print(f" closed form K = {weak*1e6:+.4f} uHa")
assert abs(weak-k8['two']) < 5e-3*abs(weak)

# triplet O2, UKS-PBE/cc-pVTZ, axis z
R = 2.3
geo = [('O', (0, 0, 0)), ('O', (0, 0, R))]
mol = gto.M(atom=geo, unit='Bohr', basis='cc-pvtz', spin=2, verbose=0)
mini = gto.M(atom=geo, unit='Bohr', basis='minao', spin=2, verbose=0)
mf = dft.UKS(mol); mf.xc = 'pbe'; mf.chkfile = None; mf.conv_tol = 1e-10
mf.kernel(); assert mf.converged
S = mol.intor('int1e_ovlp')
Bm = np.linalg.solve(S, gto.intor_cross('int1e_ovlp', mol, mini))
sv, sU = np.linalg.eigh(Bm.T@S@Bm)
Bm = Bm@sU@np.diag(sv**-0.5)@sU.T
lab = mini.ao_labels(fmt=False)
idx = [[i for c in 'xyz' for i, t in enumerate(lab) if t[0] == at and t[2] == '2p' and t[3] == c]
       for at in (0, 1)]
assert all(len(i) == 3 for i in idx)
# xi = (alpha^2/2) <2px|(Z - enclosed charge)/r^3|2px> inside radius R/2
t = np.linspace(np.log(1e-5), np.log(R/2), 501); r = np.exp(t)
d, W = sphere(16, 8)
g = np.exp(-10*r*r)
assert abs(simpson(r**2*g, x=t)/simpson(r**5*g, x=t)/((1/20)/(3/8*np.sqrt(np.pi)*10**-2.5))-1) < 1e-4
xx = np.sqrt(5)*R/2
assert abs(cumulative_trapezoid(4*np.pi*r**3*(5/np.pi)**1.5*np.exp(-5*r*r), t)[-1]
           - (erf(xx)-2*xx/np.sqrt(np.pi)*np.exp(-xx*xx))) < 1e-3
ao = mol.eval_gto('GTOval_sph', (r[:, None, None]*d.T[None]).reshape(-1, 3))
dm = mf.make_rdm1()
dens = np.sum((ao@(dm[0]+dm[1]))*ao, 1).reshape(len(r), -1)@W
charge = cumulative_trapezoid(r**3*dens, t, initial=0)
p2 = ((ao@Bm[:, idx[0][0]])**2).reshape(len(r), -1)@W
rm3 = simpson(p2, x=t)
xiO = alpha**2/2*simpson(p2*(8-charge), x=t)
Ca, Cb = mf.mo_coeff; ea, eb = mf.mo_energy; nu, nd = mol.nelec
U = Ca.T@S@Cb
projs = [Ca.T@S@Bm[:, i] for i in idx]
LO, QO, PO = embed(1, projs)
dEO = eb[nd]-ea[nu-1]
print(f"O2: R={R} bohr, E(UKS-PBE)={mf.e_tot:.5f} Ha")
print(f" <r^-3>(r<R/2)={rm3:.4f} bohr^-3, enclosed electrons={charge[-1]:.3f}")
print(f" xi bare={alpha**2/2*8*rm3*1e3:.4f} mHa, screened={xiO*1e3:.4f} mHa")
print(f" pi* up={ea[nu-1]:.5f} Ha, pi* dn={eb[nd]:.5f} Ha")
kO = example("O2", np.diag(ea), U@np.diag(eb)@U.T, nu, nd, LO, QO, PO, 1, xiO, dEO)
Mz = U[:, nd:nd+2].T@LO[2][:, nu-2:nu]
wpi = np.sum(abs(Mz)**2); kpi = xiO**2/4*wpi/dEO
print(f" pi*->pi* weight sum|Lz|^2={wpi:.4f} hbar^2, K part {kpi*1e6:+.4f} uHa")
print(f" K diag / K Bruno = {kO['full']/kO['B']:.2f}, K vdL / K diag = {kO['vdL']/kO['full']:.2f}")
assert abs(kO['a']['L'][1]) < 0.1*abs(kO['b']['L'][1])
assert kO['full'] > 2*abs(kO['B']) and kpi > 0.5*kO['full']
print("all assertions hold")
```

Printed output:

```
l=1: operator factor (3Lz^2-L^2)/Q_zz = 2.5000
l=2: operator factor (3Lz^2-L^2)/Q_zz = 10.5000
l=3: operator factor (3Lz^2-L^2)/Q_zz = 22.5000
flip formula rel. error: one k +0.0846, k and -k -5.7e-08
T prefactor from diagonalization, dE->inf: 1.7500 (dimensionless)
model: D_xy=0.045 D_xz,yz=0.012 D_z2=0.03 xi=0.001 Ha
[d9] n_up=5 n_dn=4 dE=0.15000 Ha, shell Ns=1.0000
 L_up(z,x) = +0.000000 +0.000000 hbar
 L_dn(z,x) = +0.088889 +0.083333 hbar
 T(z,x) = +0.28571 -0.14286 hbar
 K Bruno -1.3889, spin-conserving -1.3889 uHa
 K flip up->dn +3.5850, dn->up +0.0000, T term +5.0000 uHa
 K van der Laan +3.6111, diag xi^2 +2.1961, diag all +2.2275 uHa
 K Bruno -37.79, vdL +98.26, diag all +60.61 ueV
 closed form K = +2.1961 uHa
[d4] n_up=4 n_dn=0 dE=0.15000 Ha, shell Ns=4.0000
 L_up(z,x) = -0.088889 -0.083333 hbar
 L_dn(z,x) = +0.000000 +0.000000 hbar
 T(z,x) = -0.28571 +0.14286 hbar
 K Bruno +1.3889, spin-conserving -1.3889 uHa
 K flip up->dn -6.7306, dn->up +0.0000, T term -5.0000 uHa
 K van der Laan -6.3889, diag xi^2 -8.1195, diag all -8.0512 uHa
 K Bruno +37.79, vdL -173.85, diag all -219.09 ueV
[d8] n_up=4 n_dn=4 dE=0.00100 Ha, shell Ns=0.0000
 L_up(z,x) = -0.088889 -0.083333 hbar
 L_dn(z,x) = +0.088889 +0.083333 hbar
 T(z,x) = +0.00000 +0.00000 hbar
 K Bruno -0.0000, spin-conserving -2.7778 uHa
 K flip up->dn +2.5084, dn->up +0.0000, T term +0.0000 uHa
 K van der Laan -2.7778, diag xi^2 -0.2694, diag all -0.3037 uHa
 K Bruno -0.00, vdL -75.59, diag all -8.26 ueV
 closed form K = -0.2694 uHa
O2: R=2.3 bohr, E(UKS-PBE)=-150.23970 Ha
 <r^-3>(r<R/2)=4.9046 bohr^-3, enclosed electrons=5.442
 xi bare=1.0447 mHa, screened=0.8143 mHa
 pi* up=-0.24522 Ha, pi* dn=-0.15981 Ha
[O2] n_up=9 n_dn=7 dE=0.08541 Ha, shell Ns=1.9744
 L_up(z,x) = -0.000010 -0.001058 hbar
 L_dn(z,x) = +0.000004 +0.003298 hbar
 T(z,x) = +0.40725 -0.20362 hbar
 K Bruno +0.4570, spin-conserving +0.8839 uHa
 K flip up->dn +3.2398, dn->up -0.2352, T term +1.9761 uHa
 K van der Laan +2.8600, diag xi^2 +3.8885, diag all +3.8792 uHa
 K Bruno +12.44, vdL +77.83, diag all +105.56 ueV
 pi*->pi* weight sum|Lz|^2=1.9852 hbar^2, K part +3.8531 uHa
 K diag / K Bruno = 8.49, K vdL / K diag = 0.74
all assertions hold
```
